**Populations of a negative-U centre and the ceiling on single occupation**

For a defect holding 0, 1 or 2 electrons with lowest energies 0, ε and 2ε+U, the singly occupied fraction f1 never exceeds 1/(1+exp(−U/2kT)), and it reaches this value at the Fermi level μ = ε+U/2. Here kT is the thermal energy, the one-electron state has spin degeneracy two, and the three charge states have equal vibrational partition functions. The program diagonalizes an electron-vibration Hamiltonian in a truncated oscillator basis and asserts that its thermal populations agree with the closed formulas at seven Fermi levels. It also maximizes f1 numerically from a sum over four microstates, for both signs of U and three temperatures, and asserts that the maximum equals the ceiling. Further assertions cover the threshold U = −2kT ln 2, the mean occupation and its slope, the width of the f1 peak, and the effect of a softer vibration in the one-electron state. For the model values U = −0.20 eV and T = 300 K, the output gives a ceiling of 0.0205, against 0.997 without lattice coupling. Softening the one-electron vibration from 0.040 to 0.020 eV raises the maximum to 0.0296, which agrees with the ceiling once U is replaced by the corresponding free-energy difference.

## Numerical check

```python
"""Negative-U centre: populations of its three charge states.

Result under test: with n = 0, 1, 2 electrons, lowest energies 0, eps, 2*eps+U
and spin degeneracy 2 for n = 1, the singly occupied fraction is
    f1 = 1/(1 + s*cosh(y)),  s = exp(-U/2kT),  y = (mu - eps - U/2)/kT,
so f1 <= 1/(1 + exp(-U/2kT)), reached at mu = eps + U/2.
Symbols: mu Fermi level, kT thermal energy, eps0 unrelaxed orbital energy,
Uc electronic repulsion, force F and stiffness K of the lattice coordinate Q,
quantum = vibrational quantum. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

K_B = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
eps0, Uc, force, stiffness, quantum = 0.85, 0.30, 2.0, 8.0, 0.04
temperature = 300.0
kT = K_B * temperature
N_VIB = 140


def closed_populations(mu, eps, U, kT):
    s = np.exp(-U / (2 * kT))
    y = (mu - eps - U / 2) / kT
    f1 = 1 / (1 + s * np.cosh(y))
    return np.array([s / 2 * np.exp(-y) * f1, f1, s / 2 * np.exp(y) * f1])


def ceiling(U, kT):
    return 1 / (1 + np.exp(-U / (2 * kT)))


def microstate_populations(mu, eps, U, kT):
    """Explicit sum over the four spin-orbital occupations."""
    exponents, numbers = [], []
    for up in (0, 1):
        for down in (0, 1):
            n = up + down
            exponents.append(-((eps - mu) * n + U * up * down) / kT)
            numbers.append(n)
    weights = np.exp(np.array(exponents) - max(exponents))
    return np.bincount(numbers, weights=weights) / weights.sum()


# Oscillator operators in a truncated number basis
lower = np.diag(np.sqrt(np.arange(1, N_VIB)), 1)
coordinate = np.sqrt(quantum / (2 * stiffness)) * (lower + lower.T)
vibration = quantum * np.diag(np.arange(N_VIB) + 0.5)
n_up = np.diag([0.0, 0.0, 1.0, 1.0])
n_down = np.diag([0.0, 1.0, 0.0, 1.0])
n_total = n_up + n_down


def vibronic_populations(mu, kT, coupling):
    """Thermal populations from the full electron-vibration Hamiltonian."""
    electronic = (eps0 - mu) * n_total + Uc * n_up @ n_down
    H = (np.kron(electronic, np.eye(N_VIB)) + np.kron(np.eye(4), vibration)
         - coupling * np.kron(n_total, coordinate))
    energies, vectors = np.linalg.eigh(H)
    weights = np.exp(-(energies - energies[0]) / kT)
    weights /= weights.sum()
    micro = ((vectors**2) @ weights).reshape(4, N_VIB).sum(axis=1)
    return np.array([micro[0], micro[1] + micro[2], micro[3]])


# Relaxed parameters, compared with lowest levels of each charge state
eps = eps0 - force**2 / (2 * stiffness)
U = Uc - force**2 / stiffness
ground, mean_Q = [], []
for n in range(3):
    block = vibration - force * n * coordinate
    values, vectors = np.linalg.eigh(block)
    ground.append(values[0] + n * eps0 + Uc * n * (n - 1) / 2)
    mean_Q.append(vectors[:, 0] @ coordinate @ vectors[:, 0])
    assert abs(mean_Q[n] - n * force / stiffness) < 1e-8
assert abs(ground[1] - ground[0] - eps) < 1e-8
assert abs(ground[2] - 2 * ground[1] + ground[0] - U) < 1e-8

# Populations: full diagonalization against the closed formulas
mu_table = [0.30, 0.40, 0.45, 0.50, 0.55, 0.60, 0.70]
largest_error = 0.0
for mu in mu_table:
    difference = vibronic_populations(mu, kT, force) - closed_populations(mu, eps, U, kT)
    largest_error = max(largest_error, np.abs(difference).max())
assert largest_error < 1e-8

# Without lattice coupling the repulsion alone sets the ceiling
rigid_f1 = vibronic_populations(eps0 + Uc / 2, kT, 0.0)[1]
assert abs(rigid_f1 - ceiling(Uc, kT)) < 1e-8

# Numerical maximum of f1 over the Fermi level, both signs of U
for trial_U in (-0.40, -0.20, -0.05, 0.0, 0.10, 0.20):
    for trial_T in (150.0, 300.0, 600.0):
        t = K_B * trial_T
        best = minimize_scalar(
            lambda m: -np.log(microstate_populations(m, eps, trial_U, t)[1]),
            bounds=(eps + trial_U / 2 - 0.33, eps + trial_U / 2 + 0.41),
            method="bounded", options={"xatol": 1e-9})
        assert abs(np.exp(-best.fun) / ceiling(trial_U, t) - 1) < 1e-7
        # a flat maximum fixes its position less sharply than its height
        if trial_U <= 0:
            assert abs(best.x - eps - trial_U / 2) < 1e-5
        scan = [microstate_populations(m, eps, trial_U, t)[1]
                for m in np.linspace(-0.5, 1.5, 401)]
        assert max(scan) <= ceiling(trial_U, t) * (1 + 1e-12)

# Threshold below which the one-electron state is never the most populated
threshold = -2 * kT * np.log(2)


def single_ever_leads(trial_U):
    centre = eps + trial_U / 2
    for m in centre + kT * np.linspace(-5, 5, 1001):
        f = microstate_populations(m, eps, trial_U, kT)
        if f[1] > max(f[0], f[2]):
            return True
    return False


assert single_ever_leads(threshold + 0.1 * kT)
assert not single_ever_leads(threshold - 0.1 * kT)

# Mean occupation, its slope at the midpoint, and the width of f1
mu_star = eps + U / 2
s = np.exp(-U / (2 * kT))


def mean_n(mu, trial_U):
    return microstate_populations(mu, eps, trial_U, kT) @ np.arange(3)


for mu in mu_table:
    y = (mu - mu_star) / kT
    assert abs(mean_n(mu, U) - 1 - s * np.sinh(y) / (1 + s * np.cosh(y))) < 1e-10
step = 1e-5
slope = (mean_n(mu_star + step, U) - mean_n(mu_star - step, U)) / (2 * step)
slope_zero_U = (mean_n(eps + step, 0.0) - mean_n(eps - step, 0.0)) / (2 * step)
assert abs(slope * kT - s / (1 + s)) < 1e-6
assert abs(slope_zero_U * kT - 0.5) < 1e-6
peak = microstate_populations(mu_star, eps, U, kT)[1]
half_point = brentq(lambda m: microstate_populations(m, eps, U, kT)[1] - peak / 2,
                    mu_star, mu_star + 0.5, xtol=1e-13)
width = 2 * (half_point - mu_star)
assert abs(width - 2 * kT * np.arccosh(2 + 1 / s)) < 1e-9

# Softer vibration in the one-electron state: explicit level sums
soft_quantum = 0.02
levels = np.arange(400)


def softened_f1(mu):
    w0 = np.exp(-quantum * levels / kT).sum()
    w1 = 2 * np.exp(-(eps - mu + soft_quantum * levels) / kT).sum()
    w2 = np.exp(-(2 * eps + U - 2 * mu + quantum * levels) / kT).sum()
    return w1 / (w0 + w1 + w2)


soft_best = minimize_scalar(lambda m: -np.log(softened_f1(m)), bounds=(0.2, 0.85),
                            method="bounded", options={"xatol": 1e-9})
soft_peak = np.exp(-soft_best.fun)
F_hard = kT * np.log(1 - np.exp(-quantum / kT))
F_soft = kT * np.log(1 - np.exp(-soft_quantum / kT))
U_free = U + 2 * F_hard - 2 * F_soft
assert abs(soft_peak - ceiling(U_free, kT)) < 1e-8
assert soft_peak > 1.1 * ceiling(U, kT)

print(f"unrelaxed orbital energy eps0 = {eps0:.2f} eV")
print(f"electronic repulsion Uc = {Uc:.2f} eV")
print(f"force F = {force:.1f} eV/angstrom")
print(f"stiffness K = {stiffness:.1f} eV/angstrom^2")
print(f"vibrational quantum = {quantum:.3f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"F^2/(2K) = {force**2 / (2 * stiffness):.3f} eV")
print(f"F^2/K = {force**2 / stiffness:.3f} eV")
print(f"displacements Q0, Q1, Q2 = {abs(mean_Q[0]):.3f}, {mean_Q[1]:.3f}, {mean_Q[2]:.3f} angstrom")
print(f"relaxed eps = {eps:.3f} eV")
print(f"effective U = {U:.3f} eV = {U / HARTREE:.6f} hartree")
print(f"second addition level eps+U = {eps + U:.3f} eV")
print(f"midpoint mu* = {mu_star:.3f} eV = {mu_star / HARTREE:.6f} hartree")
print(f"-U/(2kT) = {-U / (2 * kT):.4f} (no unit)")
print(f"s = exp(-U/2kT) = {s:.3f} (no unit)")
print("populations at 300 K: mu (eV), f0, f1, f2, mean n")
for mu in mu_table:
    f = closed_populations(mu, eps, U, kT)
    print(f"  {mu:.2f}  {f[0]:.6f}  {f[1]:.6f}  {f[2]:.6f}  {f @ np.arange(3):.6f}")
print(f"largest population error against diagonalization = {largest_error:.1e}")
for T in (150.0, 300.0, 600.0):
    print(f"ceiling on f1 at {T:.0f} K = {ceiling(U, K_B * T):.6f}")
print(f"ceiling at 300 K without lattice coupling = {rigid_f1:.6f}")
print(f"threshold -2kT ln2 at 300 K = {threshold:.5f} eV")
print(f"slope of mean n at mu* = {slope:.3f} per eV")
print(f"slope at midpoint for U = 0: {slope_zero_U:.3f} per eV")
print(f"1/kT = {1 / kT:.3f} per eV")
print(f"full width at half maximum of f1 = {width:.5f} eV")
print(f"softened one-electron quantum = {soft_quantum:.3f} eV")
print(f"maximum f1 with softened mode = {soft_peak:.6f}")
print(f"free-energy U with softened mode = {U_free:.5f} eV")
print("all good")
```

Printed output:

```
unrelaxed orbital energy eps0 = 0.85 eV
electronic repulsion Uc = 0.30 eV
force F = 2.0 eV/angstrom
stiffness K = 8.0 eV/angstrom^2
vibrational quantum = 0.040 eV
temperature = 300 K, kT = 0.025852 eV
F^2/(2K) = 0.250 eV
F^2/K = 0.500 eV
displacements Q0, Q1, Q2 = 0.000, 0.250, 0.500 angstrom
relaxed eps = 0.600 eV
effective U = -0.200 eV = -0.007350 hartree
second addition level eps+U = 0.400 eV
midpoint mu* = 0.500 eV = 0.018375 hartree
-U/(2kT) = 3.8682 (no unit)
s = exp(-U/2kT) = 47.855 (no unit)
populations at 300 K: mu (eV), f0, f1, f2, mean n
  0.30  0.999982  0.000018  0.000000  0.000019
  0.40  0.998692  0.000872  0.000436  0.001744
  0.45  0.973769  0.005883  0.020348  0.046580
  0.50  0.489766  0.020469  0.489766  1.000000
  0.55  0.020348  0.005883  0.973769  1.953420
  0.60  0.000436  0.000872  0.998692  1.998256
  0.70  0.000000  0.000018  0.999982  1.999981
largest population error against diagonalization = 5.1e-15
ceiling on f1 at 150 K = 0.000436
ceiling on f1 at 300 K = 0.020469
ceiling on f1 at 600 K = 0.126299
ceiling at 300 K without lattice coupling = 0.996988
threshold -2kT ln2 at 300 K = -0.03584 eV
slope of mean n at mu* = 37.890 per eV
slope at midpoint for U = 0: 19.341 per eV
1/kT = 38.682 per eV
full width at half maximum of f1 = 0.06871 eV
softened one-electron quantum = 0.020 eV
maximum f1 with softened mode = 0.029632
free-energy U with softened mode = -0.18039 eV
all good
```
